\section*{Piezoelectric acoustic scattering and the mobility of nondegenerate electrons}

\section{The problem}

Electrons in a parabolic band of mass $m$ move in a piezoelectric crystal with static permittivity $\varepsilon$ and mass density $\rho$. They scatter from long acoustic waves, $\omega=vq$, through the electric field that accompanies the strain. The electrons are too dilute to screen this field or to be degenerate.

(a) How does the squared coupling to one phonon mode, taken at its zero-point amplitude, depend on the wavenumber $q$?

(b) How does the low-field mobility depend on temperature when $k_BT\gg\hbar vq$ for all phonons involved?

First take one branch with an effective piezoelectric constant $h$ and stiffness $c=\rho v^2$, both independent of direction. The dimensionless combination
\begin{equation}
K^2=\frac{h^2}{\varepsilon c}
\end{equation}
is assumed small, so that the piezoelectric field hardly alters the sound speed. The quantities $K^2$, $\varepsilon$ and $m$ are held fixed as $T$ varies. The electron charge is $-e$, and $V$ is the crystal volume.

\section{A tempting but wrong solution}

\subsection*{The coupling}

A wave $u(x,t)$ travelling along $x$ produces the polarization $h\,\partial u/\partial x$. Without free charge the displacement field has zero divergence, so its part varying with the wave vanishes:
\begin{equation}
\varepsilon E+h\frac{\partial u}{\partial x}=0 .
\end{equation}
With $E=-\partial\phi/\partial x$ this becomes $\varepsilon\,\partial\phi/\partial x=h\,\partial u/\partial x$. Integration, with the constant dropped, gives $\phi=hu/\varepsilon$. The strain supplies a factor $q$, and integrating the field removes it. The electron's potential energy is therefore $-ehu/\varepsilon$.

Write the displacement of one mode as $u=A(a\,e^{iqx}+a^\dagger e^{-iqx})$. In a state with $N$ phonons, $\langle u^2\rangle=A^2(2N+1)$. The mean kinetic energy of an oscillator is half its total energy, so
\begin{equation}
\tfrac12\rho V\omega^2A^2(2N+1)=\tfrac12\hbar\omega\left(N+\tfrac12\right)
\quad\Longrightarrow\quad A^2=\frac{\hbar}{2\rho V\omega}.
\end{equation}
This amplitude contains no occupation number. The squared coupling is
\begin{equation}
|C_q|^2=\left(\frac{eh}{\varepsilon}\right)^2\frac{\hbar}{2\rho Vvq}
=\frac{e^2K^2\hbar v}{2\varepsilon Vq},
\label{eq:C}
\end{equation}
where $h^2=K^2\varepsilon\rho v^2$ was inserted.

\subsection*{The relaxation rate}

Absorption has squared matrix element $N|C_q|^2$ and emission $(N+1)|C_q|^2$. Their sum is $(2N+1)|C_q|^2\approx2N|C_q|^2$ for $N\gg1$. Sound is slow compared with the electrons, so the collisions are treated as elastic.

A field along $z$ adds to the distribution a part $f_1$ proportional to $k_z$ on each energy shell. Scattering through an angle $\theta$, averaged over azimuth, turns $k_z$ into $k_z\cos\theta$. Loss minus gain is thus $f_1/\tau$, with
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}2N|C_q|^2(1-\cos\theta)\,\delta(E_{\mathbf k}-E_{\mathbf k'}).
\end{equation}
Spin is conserved. The density of final states per volume follows from $k^2dk/2\pi^2$ and $dE=\hbar^2k\,dk/m$; it is $g=mk/(2\pi^2\hbar^2)$. Set $s=\sin(\theta/2)$, so that $q=2ks$, $1-\cos\theta=2s^2$ and $|d\cos\theta|=4s\,ds$. The angular average $\frac12\int d\cos\theta$ then gives
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,g\int_0^1 4s^3\,S(2ks)\,ds,\qquad S(q)=2NV|C_q|^2 .
\label{eq:rate}
\end{equation}

Now comes the tempting step. Equipartition excites all modes equally, so $N$ is replaced by one number, $\bar N=k_BT/\hbar\bar\omega$, with $\bar\omega$ a fixed typical acoustic frequency. By (\ref{eq:C}), $S=\bar Ne^2K^2\hbar v/(\varepsilon q)$, and
\begin{align}
\int_0^14s^3\,\frac{ds}{2ks}&=\frac{2}{3k},\\
\frac1\tau&=\frac{2\pi}{\hbar}\,\frac{mk}{2\pi^2\hbar^2}\,
\frac{\bar Ne^2K^2\hbar v}{\varepsilon}\,\frac{2}{3k}
=\frac{2me^2K^2v\bar N}{3\pi\varepsilon\hbar^2}.
\end{align}
The electron energy has dropped out. The mobility would be $e\tau/m\propto1/\bar N\propto T^{-1}$.

\section{Where it fails}

The coupling (\ref{eq:C}) is right, and it answers part (a): the squared coupling falls as $1/q$, entirely through the zero-point amplitude. The rate formula (\ref{eq:rate}) is also right. The fault is the common value $\bar N$.

Equipartition gives every mode the same \emph{energy}, not the same number of phonons. Expanding the Bose function for small $\hbar vq/k_BT$,
\begin{equation}
N=\frac{1}{e^{\hbar vq/k_BT}-1}\approx\frac{k_BT}{\hbar vq}.
\end{equation}
The occupation brings its own factor $1/q$, which must stay under the integral. The arbitrary $\bar\omega$ left in the wrong answer is the visible symptom. Had $\bar\omega$ been tied to the wavenumber of thermal electrons, which grows as $T^{1/2}$, the route would have given $\bar N\propto T^{1/2}$ and a mobility $\propto T^{-1/2}$, with a coefficient that still depended on the choice made.

\section{The right solution}

With the correct occupation,
\begin{equation}
S(q)=2\,\frac{k_BT}{\hbar vq}\,\frac{e^2K^2\hbar v}{2\varepsilon q}
=\frac{e^2K^2k_BT}{\varepsilon q^2}.
\end{equation}
Both $\hbar$ and $v$ cancel, apart from the stiffness inside $K^2$: the electron sees a classical, thermally fluctuating potential. Since $4s^3/(2ks)^2=s/k^2$, the integral in (\ref{eq:rate}) is $1/(2k^2)$ times the constant factor, and
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{mk}{2\pi^2\hbar^2}\,\frac{e^2K^2k_BT}{\varepsilon}\,\frac1{2k^2}
=\frac{e^2K^2m\,k_BT}{2\pi\varepsilon\hbar^3k}.
\label{eq:tau}
\end{equation}
Because $k=\sqrt{2mE}/\hbar$, the relaxation time grows as $E^{1/2}/T$. Faster electrons are deflected less.

For the mobility, balance the force $-eF$ against collisions. To first order in the field $F$,
\begin{equation}
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau}
\quad\Longrightarrow\quad
f_1=eF\tau v_z\frac{\partial f_0}{\partial E}=-\frac{eF\tau v_z}{k_BT}f_0 ,
\end{equation}
where $f_0\propto e^{-E/k_BT}$. The drift speed per field is $(e/k_BT)\langle\tau v_z^2\rangle$, with the Maxwell average denoted by brackets. On a shell $v_z^2$ averages to $2E/3m$, and $\langle E\rangle=\frac32k_BT$. Hence
\begin{equation}
\mu=\frac em\frac{\langle\tau E\rangle}{\langle E\rangle}\equiv\frac em\,\bar\tau .
\end{equation}
Put $x=E/k_BT$ and $\tau=\tau_T\,x^{1/2}$, where $\tau_T$ is the value at $E=k_BT$. The Maxwell weight is $x^{1/2}e^{-x}$, so
\begin{equation}
\bar\tau=\tau_T\frac{\int_0^\infty x^2e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
=\tau_T\frac{\Gamma(3)}{\Gamma(5/2)}=\frac{8}{3\sqrt\pi}\,\tau_T .
\end{equation}
From (\ref{eq:tau}), $\tau_T=2\sqrt2\,\pi\varepsilon\hbar^2/(e^2K^2\sqrt{m\,k_BT})$. Therefore
\begin{equation}
\boxed{\;\mu=\frac{16\sqrt{2\pi}\,\hbar^2\varepsilon}{3eK^2m^{3/2}(k_BT)^{1/2}}\;}
\label{eq:mu}
\end{equation}
This answers part (b). The phonon number contributes $T^{-1}$ and the electron energy returns $T^{1/2}$.

\section{Comparisons that show what matters}

\textbf{Deformation potential.} There the energy shift is proportional to strain, hence to $qu$, and the squared coupling grows as $q^2/q=q$. Multiplication by $N\propto T/q$ makes $S\propto T$, independent of $q$. Equation (\ref{eq:rate}) gives $1/\tau\propto Tk$, so $\tau\propto T^{-1}E^{-1/2}$ and $\mu\propto T^{-3/2}$.

\textbf{Degenerate electrons.} At fixed density the current is carried at the Fermi wavenumber, which does not follow $T$. If $k_BT$ also stays well above $2\hbar vk_F$, where $k_F$ is the Fermi wavenumber, and screening is still ignored, equation (\ref{eq:tau}) gives $\mu\propto T^{-1}$. Thus the half power in (\ref{eq:mu}) belongs to the nondegenerate gas.

\textbf{The total rate.} Omitting $1-\cos\theta=2s^2$ from (\ref{eq:rate}) replaces $4s^3$ by $2s$. With a lower cutoff $q_{\min}$, the ratio of total to momentum-relaxation rate is
\begin{equation}
\frac{\int_{q_{\min}/2k}^1 2s\,(2ks)^{-2}ds}{\int_0^14s^3(2ks)^{-2}ds}
=\frac{\ln(2k/q_{\min})/(2k^2)}{1/(2k^2)}=\ln\frac{2k}{q_{\min}} .
\end{equation}
The total rate diverges as $q_{\min}\to0$, but the added collisions turn the electron by vanishing angles. The mobility stays finite without screening.

\section{Directions in a zinc-blende crystal}

For a wave along the unit vector $\mathbf n$, the polarization is $P_x=e_{14}(\partial_yu_z+\partial_zu_y)$ and its cyclic partners. The part along $\mathbf n$ is $iq\,\mathbf h\cdot\mathbf u$, with
\begin{equation}
\mathbf h=2e_{14}(n_yn_z,\;n_zn_x,\;n_xn_y).
\end{equation}
Inserting a plane wave in the elastic equation of motion gives $\rho v^2\mathbf u=\Gamma\mathbf u$. For a cubic crystal $\Gamma_{ii}=c_{11}n_i^2+c_{44}(1-n_i^2)$ and $\Gamma_{ij}=(c_{12}+c_{44})n_in_j$ for $i\ne j$. Summing $(\mathbf h\cdot\boldsymbol\xi)^2/(\varepsilon\rho v^2)$ over the three orthonormal polarizations $\boldsymbol\xi$ gives
\begin{equation}
K^2(\mathbf n)=\frac{\mathbf h\cdot\Gamma^{-1}\mathbf h}{\varepsilon}.
\end{equation}

With $f_1\propto k_z$ on a shell, dissipation is weighted by $(k_z-k'_z)^2=q^2n_z^2$. At fixed $q$ all directions $\mathbf n$ occur equally. Cubic symmetry makes the averages of $K^2n_x^2$, $K^2n_y^2$ and $K^2n_z^2$ equal, and their sum is the average of $K^2$. So the spherical average of $K^2(\mathbf n)$ enters (\ref{eq:mu}). The true $f_1$ also contains higher angular harmonics. The collision operator is symmetric and positive, so a restricted trial distribution gives a lower bound on the mobility, and these harmonics can only raise it.

For isotropic elasticity the average has a closed form. Gaussian moments give $\langle n_x^2n_y^2\rangle=1/15$ and $\langle n_x^2n_y^2n_z^2\rangle=1/105$. The longitudinal part of $\mathbf h$ is $6e_{14}n_xn_yn_z$, with mean square $\frac{12}{35}e_{14}^2$. The whole vector has mean square $4\cdot3\,e_{14}^2/15=\frac45e_{14}^2$, leaving $\frac{16}{35}e_{14}^2$ for the transverse waves:
\begin{equation}
K^2=\frac{e_{14}^2}{\varepsilon}\left(\frac{12}{35c_L}+\frac{16}{35c_T}\right).
\end{equation}

\section{Numbers for very pure GaAs}

The inputs are rough typical values: $m=0.067\,m_e$, $\varepsilon=12.9\,\varepsilon_0$, $e_{14}=0.16$ C/m$^2$, $\rho=5320$ kg/m$^3$, and $c_{11},c_{12},c_{44}=119,54,60$ GPa. The results below carry more digits than these inputs justify, only so that the arithmetic can be followed.

A wave along $[110]$ polarized along $[001]$ has $h=e_{14}$ and $c=c_{44}$. For $q=0.05$, $0.10$ and $0.20$ nm$^{-1}$, $V|C_q|^2$ is $115.8$, $57.9$ and $29.0$ meV$^2$\,nm$^3$. It halves at each doubling of $q$.

The directional average is $K^2=2.28\times10^{-3}$. Isotropic elasticity with averaged stiffnesses $c_L=141$ and $c_T=49$ GPa gives $2.64\times10^{-3}$, about 16\% more than the cubic value. At 30 K, $\tau_T=38.4$ ps and $\bar\tau=1.505\times38.4=57.8$ ps. Hence
\begin{equation}
\mu=\frac{(1.602\times10^{-19}\,\mathrm C)(57.8\times10^{-12}\,\mathrm s)}{0.067\times9.109\times10^{-31}\,\mathrm{kg}}
\approx152\ \mathrm{m^2/Vs}=1.52\times10^6\ \mathrm{cm^2/Vs}.
\end{equation}
At 10 K the law gives $2.63\times10^6$ cm$^2$/Vs, larger by $\sqrt3$. The wrong $T^{-1}$ law, matched at 30 K, would have tripled the mobility.

The approximations within the model are good here. At 30 K a longitudinal phonon with $q=2k$, for an electron at $E=k_BT$, has energy $0.18\,k_BT$. This ratio varies as $T^{-1/2}$ and reaches one near 1 K, where the derivation loses its basis. A variational solution of the linearized Boltzmann equation, with Bose occupations, energy transfer and isotropic elasticity, gives $1.000$ times the closed mobility at 30 K and $1.005$ times at 3 K. Adding three trial functions with higher harmonics to the elastic problem raises the mobility by 0.2\%.

\section{How far a real sample follows the law}

Take $10^{13}$ cm$^{-3}$ for both electrons and ionized impurities, which is very pure material. At 30 K, screening raises the piezoelectric mobility by 0.2\%, the density is $7\times10^{-4}$ of the effective density of states, and the neutral-to-ionized donor ratio is about 0.01 if only the donor ground state is counted. Other scattering matters far more. The deformation potential (8 eV) alone gives $3.7\times10^6$ cm$^2$/Vs and the impurities alone, in the Born approximation, $4.2\times10^6$. Adding all three rates at each energy gives $7.3\times10^5$ cm$^2$/Vs, about half the piezoelectric value, with a local exponent of $-0.38$ between 27 and 33 K. The two acoustic mechanisms together would give an exponent between $-\frac12$ and $-\frac32$, so the weaker slope comes from the impurities. These combined figures are estimates. The Born approximation is marginal here, since the product of $k$ and the donor Bohr radius is only 0.7 at $E=k_BT$. Replacing it by scattering phase shifts in the screened potential raises the impurity mobility by about 12\% and moves the combined exponent to about $-0.45$. Electron-electron collisions are also left out. If they were very frequent, they would lower the combined mobility, phase shifts included, by roughly 13\%, and the piezoelectric mobility alone by 12\% without changing its power of $T$. In the Born approximation, a hundred times more impurities at unchanged screening would lower their mobility to $4.2\times10^4$ cm$^2$/Vs and hide the piezoelectric law.

Warming the sample does not expose the law either. The combined exponent passes through $-\frac12$ slightly above 30 K, but this is a coincidence: the impurities weaken the temperature dependence there and the deformation potential strengthens it. The deformation-potential mobility falls as $T^{-3/2}$, faster than the piezoelectric one, and reaches about $8.9\times10^5$ cm$^2$/Vs at 77 K. A rough scale for polar-optical scattering, absorption by a slow electron, is $7.6\times10^5$ cm$^2$/Vs at 77 K, already comparable with the piezoelectric value of about $9.5\times10^5$. The field must also be small. With piezoelectric scattering alone, the low-field mobility at 30 K, extrapolated, would bring the drift speed to the transverse sound speed, $3035$ m/s, at $0.20$ V/cm. At that field the mean electron energy is already about 30\% above its equilibrium value and the drift is about 12\% faster than the extrapolation, so the low-field law needs a field well below it. The numerical output lists further values for the low-field model.

\section*{Computed results}
\begin{verbatim}
GaAs, rough input parameters
mass = 0.067 m_e; static permittivity = 12.9 eps0
high-frequency permittivity = 10.9 eps0
e14 = 0.16 C/m^2; mass density = 5320 kg/m^3
c11, c12, c44 = 119, 54, 60 GPa
deformation potential = 8.0 eV
optical phonon energy = 36 meV
electron = impurity density = 1.0e+13 cm^-3
Zero-point coupling, [110] wave polarized along [001]
sound speed = 3358 m/s; K2 = 3.736e-03
q = 0.05 nm^-1: V|C_q|^2 = 115.83 meV^2 nm^3
q = 0.10 nm^-1: V|C_q|^2 = 57.91 meV^2 nm^3
q = 0.20 nm^-1: V|C_q|^2 = 28.96 meV^2 nm^3
numerical exponent of |C_q|^2 in q = -1.0001
Directional average
K2 from cubic elasticity = 2.278e-03
averaged stiffness cL, cT = 141.0, 49.0 GPa
K2 from isotropic elasticity = 2.636e-03
  longitudinal part 5.450e-04, transverse part 2.091e-03
isotropic sound speeds vL, vT = 5148, 3035 m/s
Piezoelectric scattering at T = 30 K
kT = 2.585 meV; k at E=kT = 0.0674 nm^-1
tau at E=kT = 38.39 ps; mean tau = 57.76 ps
T = 10 K: mobility = 2.626e+06 cm^2/Vs
T = 20 K: mobility = 1.857e+06 cm^2/Vs
T = 30 K: mobility = 1.516e+06 cm^2/Vs
T = 50 K: mobility = 1.174e+06 cm^2/Vs
T = 100 K: mobility = 8.304e+05 cm^2/Vs
Full Boltzmann mobility / closed formula (isotropic elasticity)
T = 3 K: ratio = 1.005
T = 10 K: ratio = 1.001
T = 30 K: ratio = 1.000
T = 100 K: ratio = 1.000
full-solution exponent, 100 to 400 K = -0.5001
Neglected effects at 30 K
phonon energy at q=2k, longitudinal = 0.177 kT
mobility factor, higher angular harmonics = 1.002
Debye wavenumber = 0.00233 nm^-1
mobility factor, screening = 1.0024
total/momentum rate, cutoff at Debye wavenumber = 4.06
electron density / Nc = 7.27e-04
neutral/ionized donor ratio = 0.0121
deformation-potential mobility = 3.664e+06 cm^2/Vs
ionized-impurity mobility = 4.165e+06 cm^2/Vs
combined acoustic and impurity mobility = 7.264e+05 cm^2/Vs
combined exponent, 27 to 33 K = -0.377
polar-optical mobility scale, 30 K = 3.74e+09 cm^2/Vs
polar-optical mobility scale, 77 K = 7.58e+05 cm^2/Vs
polar-optical mobility scale, 100 K = 2.15e+05 cm^2/Vs
field where drift = vT (piezo only) = 0.200 V/cm
\end{verbatim}
